# The Electron–Phonon Coupling Hamiltonian from the First-Order Crystal Potential

**Q.** Electrons in a crystal feel a periodic potential. Once the atoms vibrate, that potential is no longer periodic, and it depends on every atomic position at once. How can such a thing be handled?

**A.** By using the smallness of the displacements. Take \(N\) unit cells at lattice vectors \(\mathbf R_p\), with periodic boundary conditions on the whole crystal. Let \(s=(\kappa,\alpha)\) label atom \(\kappa\) of the cell and Cartesian direction \(\alpha\). The displacement is \(u_{sp}\) and the mass is \(M_s=M_\kappa\). The one-electron potential, expanded about equilibrium, is

\[
V(\mathbf r;\{u\})=V_0(\mathbf r)+\Delta V(\mathbf r)+O(u^2),\qquad
\Delta V(\mathbf r)=\sum_{sp}u_{sp}\,\partial_{sp}V(\mathbf r),
\]

where \(\partial_{sp}V=\partial V/\partial u_{sp}\) at \(u=0\). The periodic part \(V_0\) defines the Bloch states, and \(\Delta V\) is the coupling sought.

This describes electrons in a mean field. If \(V\) is a self-consistent potential, such as that of Kohn–Sham theory, \(\partial_{sp}V\) must include the change caused by the electrons' own static response, that is, screening.

**Q.** How small must the displacements be?

**A.** Small compared with the distance over which \(V\) varies. In the chain used for numbers below, each atom is a Gaussian well, proportional to \(e^{-x^2/2\sigma^2}\) with \(\sigma=0.5\) Å. For a trial pattern with displacements up to 0.05 Å, the neglected remainder is 5.9% of the linear term, both measured by their root-mean-square over the crystal. Halving the displacements divides the remainder by 3.998, as a quadratic remainder should behave.

Two limits must be kept in mind. First, the actual motion in this chain is larger than the trial pattern. For eight cells the root-mean-square shift of the lighter atom is 0.05 Å at zero temperature and 0.08 Å at 300 K, and the remainder is then about 10% and 16% of the linear term. In one dimension this shift grows with the length of the chain, reaching about 0.5 Å for 400 cells at 300 K, so an expansion in absolute displacements is not safe there.

Second, a remainder that is small in \(V\) need not be negligible in every result. The linear term has zero mean and shifts an electron energy only in second order, which is the same order in \(u\) as the first-order effect of the \(u^2\) term. For the bottom of the lowest band of the eight-cell chain, with zero-point motion treated as static, the two shifts are \(-6.9\) and \(+1.7\) meV. What follows derives only the linear coupling.

**Q.** There is still a separate derivative for every atom in the crystal.

**A.** Translation symmetry relates them. Moving an atom in cell \(p\) does around \(\mathbf R_p\) what moving its copy in cell 0 does around the origin:

\[
\partial_{sp}V(\mathbf r)=\partial_{s0}V(\mathbf r-\mathbf R_p).
\]

Bloch states, normalised over all \(N\) cells, obey \(\psi_{n\mathbf k}(\mathbf r+\mathbf R_p)=e^{i\mathbf k\cdot\mathbf R_p}\psi_{n\mathbf k}(\mathbf r)\). Substituting \(\mathbf r=\mathbf r'+\mathbf R_p\) in the integral gives

\[
\langle m\mathbf k'|\partial_{sp}V|n\mathbf k\rangle
=e^{-i(\mathbf k'-\mathbf k)\cdot\mathbf R_p}\,
\langle m\mathbf k'|\partial_{s0}V|n\mathbf k\rangle .
\tag{1}
\]

The minus sign comes from the complex conjugate of the final state. One derivative per atom and direction in one cell therefore suffices.

**Q.** That settles the electrons. But the \(u_{sp}\) do not oscillate independently, because the atoms are bound to each other.

**A.** So we change to coordinates that do. In the harmonic approximation the lattice energy is \(\tfrac12\sum u_{sp}C_{sp,s'p'}u_{s'p'}\), where \(C\) is real, symmetric and dependent on \(\mathbf R_{p'}-\mathbf R_p\) alone. Newton's equation is

\[
M_s\ddot u_{sp}=-\sum_{s'p'}C_{sp,s'p'}u_{s'p'} .
\]

Insert \(u_{sp}=M_s^{-1/2}e_s\,e^{i(\mathbf q\cdot\mathbf R_p-\omega t)}\) and divide by \(M_s^{1/2}\) and the common exponential:

\[
\sum_{s'}D_{ss'}(\mathbf q)e_{s'}=\omega^2e_s,\qquad
D_{ss'}(\mathbf q)=\frac{1}{\sqrt{M_sM_{s'}}}\sum_pC_{s0,s'p}\,e^{i\mathbf q\cdot\mathbf R_p}.
\]

The symmetry of \(C\) makes \(D\) Hermitian, so its eigenvectors \(e_{s\nu}(\mathbf q)\) can be chosen orthonormal, with \(\nu\) labelling the branch. Stability means \(\omega^2\ge0\). Because \(C\) is real, \(D(-\mathbf q)=D(\mathbf q)^*\). Hence \(\omega_{-\mathbf q\nu}=\omega_{\mathbf q\nu}\), and we may choose \(e_{s\nu}(-\mathbf q)=e_{s\nu}(\mathbf q)^*\).

**Q.** These are classical waves. What entitles you to put creation and annihilation operators in front of them?

**A.** The canonical commutators. Expand displacement and momentum operators in the same waves:

\[
u_{sp}=\frac{1}{\sqrt{NM_s}}\sum_{\mathbf q\nu}e_{s\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}Q_{\mathbf q\nu},\qquad
p_{sp}=\sqrt{\frac{M_s}{N}}\sum_{\mathbf q\nu}e_{s\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}P_{\mathbf q\nu}.
\]

Since \(u\) and \(p\) are Hermitian, \(Q_{-\mathbf q\nu}=Q_{\mathbf q\nu}^\dagger\) and \(P_{-\mathbf q\nu}=P_{\mathbf q\nu}^\dagger\). Orthonormality inverts the expansions:

\[
Q_{\mathbf q\nu}=\sum_{sp}\sqrt{\frac{M_s}{N}}\,e_{s\nu}^*(\mathbf q)e^{-i\mathbf q\cdot\mathbf R_p}u_{sp},\qquad
P_{\mathbf q\nu}=\sum_{sp}\frac{e_{s\nu}^*(\mathbf q)e^{-i\mathbf q\cdot\mathbf R_p}}{\sqrt{NM_s}}\,p_{sp}.
\]

With \([u_{sp},p_{s'p'}]=i\hbar\delta_{ss'}\delta_{pp'}\), the masses cancel:

\[
[Q_{\mathbf q\nu},P_{\mathbf q'\nu'}]
=\frac{i\hbar}{N}\sum_pe^{-i(\mathbf q+\mathbf q')\cdot\mathbf R_p}\sum_se_{s\nu}^*(\mathbf q)e_{s\nu'}^*(\mathbf q')
=i\hbar\,\delta_{\mathbf q',-\mathbf q}\,\delta_{\nu\nu'} .
\]

The sum over \(p\) forces \(\mathbf q'=-\mathbf q\). Then \(e^*_{s\nu'}(-\mathbf q)=e_{s\nu'}(\mathbf q)\), and orthonormality does the rest.

The same two sums turn the kinetic energy \(\sum p_{sp}^2/2M_s\) into \(\tfrac12\sum P_{\mathbf q\nu}^\dagger P_{\mathbf q\nu}\). For the potential energy, \(C\) acting on each wave gives \(M_s\omega^2\) times that wave. Therefore

\[
H_{\rm ph}=\tfrac12\sum_{\mathbf q\nu}\left(P_{\mathbf q\nu}^\dagger P_{\mathbf q\nu}+\omega_{\mathbf q\nu}^2Q_{\mathbf q\nu}^\dagger Q_{\mathbf q\nu}\right).
\]

For every mode with \(\omega>0\), define

\[
a_{\mathbf q\nu}=\sqrt{\frac{\omega}{2\hbar}}\,Q_{\mathbf q\nu}+\frac{i}{\sqrt{2\hbar\omega}}P_{\mathbf q\nu},\qquad
a^\dagger_{-\mathbf q\nu}=\sqrt{\frac{\omega}{2\hbar}}\,Q_{\mathbf q\nu}-\frac{i}{\sqrt{2\hbar\omega}}P_{\mathbf q\nu}.
\]

The second line follows from the first by taking the adjoint at \(-\mathbf q\). The commutator is

\[
[a_{\mathbf q\nu},a_{\mathbf q\nu}^\dagger]
=-\frac{i}{2\hbar}[Q_{\mathbf q\nu},P_{-\mathbf q\nu}]+\frac{i}{2\hbar}[P_{\mathbf q\nu},Q_{-\mathbf q\nu}]
=\tfrac12+\tfrac12=1 .
\]

For different modes it vanishes. In \([a_{\mathbf q\nu},a_{\mathbf q'\nu'}]\) both cross terms carry \(+i/2\hbar\), so they cancel.

**Q.** Does this definition also diagonalise the energy?

**A.** Multiply out one term:

\[
\hbar\omega\,a_{\mathbf q\nu}^\dagger a_{\mathbf q\nu}
=\tfrac12\left(\omega^2Q_{\mathbf q\nu}^\dagger Q_{\mathbf q\nu}+P_{\mathbf q\nu}^\dagger P_{\mathbf q\nu}\right)
+\frac{i\omega}{2}\left(Q_{-\mathbf q\nu}P_{\mathbf q\nu}-P_{-\mathbf q\nu}Q_{\mathbf q\nu}\right).
\]

In the sum over \(\mathbf q\), rename \(\mathbf q\to-\mathbf q\) in \(Q_{-\mathbf q\nu}P_{\mathbf q\nu}\). The last bracket becomes \([Q_{\mathbf q\nu},P_{-\mathbf q\nu}]=i\hbar\), contributing \(-\hbar\omega/2\) per mode. Hence \(H_{\rm ph}=\sum\hbar\omega(a^\dagger a+\tfrac12)\).

Adding the two definitions gives \(Q_{\mathbf q\nu}=\sqrt{\hbar/2\omega}\,(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})\), and so

\[
u_{sp}=\frac{1}{\sqrt N}\sum_{\mathbf q\nu}\sqrt{\frac{\hbar}{2M_s\omega_{\mathbf q\nu}}}\;e_{s\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}\left(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\right).
\tag{2}
\]

Both operators change the crystal momentum of the lattice by \(-\hbar\mathbf q\): one removes a phonon \(\mathbf q\), the other adds a phonon \(-\mathbf q\).

**Q.** You required \(\omega>0\). What about sliding the whole crystal?

**A.** A rigid translation has \(\mathbf q=0\) and \(\omega=0\). It has no restoring force, so it is free motion of the centre of mass and not an oscillator. These modes are left out of (2), with the centre of mass held fixed.

**Q.** The square root in (2) has a different mass for each atom. Which one is "the" zero-point length?

**A.** None is preferred. Choose a reference mass \(M_0\) and write

\[
\sqrt{\frac{\hbar}{2M_s\omega_{\mathbf q\nu}}}\,e_{s\nu}=l_{\mathbf q\nu}\,w_{s\nu},\qquad
l_{\mathbf q\nu}=\sqrt{\frac{\hbar}{2M_0\omega_{\mathbf q\nu}}},\qquad
w_{s\nu}(\mathbf q)=\sqrt{\frac{M_0}{M_s}}\,e_{s\nu}(\mathbf q).
\]

The product does not depend on \(M_0\). The length \(l\) is the root-mean-square position of a single oscillator of mass \(M_0\) in its ground state: there \(x=l(a+a^\dagger)\), so \(\langle x^2\rangle=l^2\). The dimensionless \(w\) says how the atoms share the motion. In a crystal one mode moves an atom by an amount of order \(l/\sqrt N\), because the motion is spread over all cells.

**Q.** Then put the electrons and the lattice together. I want to see where every factor of \(N\) goes.

**A.** Let \(c^\dagger_{n\mathbf k}\) create an electron in a Bloch state of the undisplaced crystal. Spin is suppressed, since \(V\) is taken not to act on it. A one-electron operator becomes

\[
H_{\rm ep}=\sum_{mn\mathbf k\mathbf k'}\langle m\mathbf k'|\Delta V|n\mathbf k\rangle\,c^\dagger_{m\mathbf k'}c_{n\mathbf k}.
\]

Insert (2) into \(\Delta V=\sum u_{sp}\partial_{sp}V\) and collect the atoms of each mode in

\[
\partial_{\mathbf q\nu}V(\mathbf r)=\sum_sw_{s\nu}(\mathbf q)\sum_pe^{i\mathbf q\cdot\mathbf R_p}\,\partial_{sp}V(\mathbf r).
\]

This gives \(\Delta V=N^{-1/2}\sum_{\mathbf q\nu}l_{\mathbf q\nu}\,\partial_{\mathbf q\nu}V\,(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})\). By (1), its electronic matrix element contains

\[
\sum_pe^{i(\mathbf q-\mathbf k'+\mathbf k)\cdot\mathbf R_p}=
\begin{cases}N,&\mathbf k'=\mathbf k+\mathbf q+\mathbf G\\0,&\text{otherwise,}\end{cases}
\]

with \(\mathbf G\) a reciprocal lattice vector. States differing by \(\mathbf G\) are the same Bloch state, so we write \(\mathbf k'=\mathbf k+\mathbf q\). What remains is

\[
\boxed{H_{\rm ep}=\frac{1}{\sqrt N}\sum_{\mathbf k\mathbf q}\sum_{mn\nu}g_{mn\nu}(\mathbf k,\mathbf q)\,c^\dagger_{m,\mathbf k+\mathbf q}c_{n\mathbf k}\left(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu}\right)}
\]

\[
\boxed{g_{mn\nu}(\mathbf k,\mathbf q)=l_{\mathbf q\nu}\,\langle m,\mathbf k+\mathbf q|\partial_{\mathbf q\nu}V|n\mathbf k\rangle}
\]

The factor \(N\) from the sum over cells has not been lost. It sits inside \(\langle\partial_{\mathbf q\nu}V\rangle\), where it cancels the \(1/N\) from the two normalised Bloch functions. Thus \(g\) is an energy that does not grow with the crystal, and the explicit \(N^{-1/2}\) is the one from (2).

**Q.** The coefficients \(g\) are complex. Is this Hamiltonian Hermitian?

**A.** Yes. The derivatives \(\partial_{sp}V\) are Hermitian and \(w(\mathbf q)^*=w(-\mathbf q)\), so \((\partial_{\mathbf q\nu}V)^\dagger=\partial_{-\mathbf q\nu}V\). Therefore

\[
g_{mn\nu}(\mathbf k,\mathbf q)^*=g_{nm\nu}(\mathbf k+\mathbf q,-\mathbf q).
\]

The adjoint of one term is \(g^*c^\dagger_{n\mathbf k}c_{m,\mathbf k+\mathbf q}(a^\dagger_{\mathbf q\nu}+a_{-\mathbf q\nu})\). This is the term of the same sum that starts at \(\mathbf k+\mathbf q\) and has wavevector \(-\mathbf q\).

**Q.** Show me one \(g\) worked out in numbers.

**A.** Take a one-dimensional model with lattice constant \(a=4\) Å. The atoms sit at 0 and 1.8 Å, with masses 20 and 30 u. The springs are 8 eV/Å² inside a cell and 5 eV/Å² between cells. The electron sees rigid Gaussian wells of depths 6 and 4 eV that move with the atoms. Choose \(q=\tfrac14(2\pi/a)=0.3927\) Å⁻¹, the lowest band, and \(k=-q/2\), so that \(k+q=q/2\).

Since \(e^{-iqa}=-i\), the dynamical matrix in eV/(Å² u) is

\[
D=\begin{pmatrix}13/20&-(8-5i)/\sqrt{600}\\-(8+5i)/\sqrt{600}&13/30\end{pmatrix}.
\]

Its two modes have \(\hbar\omega=24.33\) meV (acoustic) and 62.74 meV (optical). With \(M_0=20\) u the zero-point lengths are 0.06554 Å and 0.04081 Å.

For the electron, diagonalise \(V_0\) in plane waves \(e^{i(k+G)x}\), with coefficients \(c_k(G)\). A well \(v_\kappa\) displaced by \(u\) has Fourier transform \(\tilde v_\kappa(Q)e^{-iQ(\tau_\kappa+u)}\), where \(\tau_\kappa\) is its equilibrium position. Differentiating with respect to \(u\) brings down \(-iQ\), so

\[
d_\kappa\equiv\langle k+q|\sum_pe^{iqR_p}\partial_{\kappa p}V|k\rangle
=\frac1a\sum_{GG'}c^*_{k+q}(G)\,(-iQ)\,\tilde v_\kappa(Q)\,e^{-iQ\tau_\kappa}\,c_k(G'),
\]

with \(Q=q+G-G'\). The results are, in eV/Å,

\[
d_1=-0.1929+0.5968i,\qquad d_2=0.4574+0.2479i .
\]

Phases are fixed by taking \(c(G=0)\) and \(e_1\) real and positive.

In the acoustic mode \(w_1=e_1=0.6038\), and \(w_2=\sqrt{20/30}\,(0.6760+0.4225i)=0.5519+0.3449i\). The two atoms contribute

\[
w_1d_1+w_2d_2=(-0.1165+0.3604i)+(0.1669+0.2946i)=0.0505+0.6550i\ \text{eV/Å}.
\]

The modulus is 0.6570 eV/Å, hence

\[
|g_{\rm ac}|=0.06554\ \text{Å}\times0.6570\ \text{eV/Å}=0.04306\ \text{eV}=43.06\ \text{meV}.
\]

In the optical mode \(w_1=0.7971\) and \(w_2=-0.4181-0.2613i\), which gives

\[
(-0.1537+0.4758i)+(-0.1265-0.2232i)=-0.2802+0.2526i\ \text{eV/Å}.
\]

The modulus is 0.3772 eV/Å, and \(|g_{\rm opt}|=0.04081\times0.3772\) eV \(=15.40\) meV.

**Q.** Why is the optical coupling weaker here?

**A.** Two factors can be read off. The higher frequency shortens the zero-point length by \(\sqrt{24.33/62.74}=0.623\). The modulus of the derivative element is smaller by \(0.3772/0.6570=0.574\): the two atomic contributions are 47° apart in phase in the acoustic mode (moduli 0.379 and 0.339 eV/Å) and largely add, whereas in the optical mode they are 133° apart (moduli 0.500 and 0.257 eV/Å) and partly cancel. This relative phase, unlike the separate real and imaginary parts, does not depend on the phase conventions. The product is 0.358, which is the ratio \(15.40/43.06\). This ordering belongs to these parameters and is not a general rule.

**Q.** You fixed phases by hand. What does \(|g|\) mean without such choices?

**A.** Freeze one wave into the lattice, with a small real number \(A\):

\[
u_{\kappa p}=A\,l_{q\nu}\left[w_{\kappa\nu}(q)e^{iqR_p}+w_{\kappa\nu}^*(q)e^{-iqR_p}\right].
\]

The first part takes \(k\) to \(k+q\) with matrix element \(Ag\). The second takes \(k\) to \(k-q\), which is a different state from \(k+q\) unless \(2q\) is a reciprocal lattice vector. Here it is not. The states \(\pm q/2\) have equal energy \(\varepsilon\) by time reversal, so to leading order in \(A\) their energies are the eigenvalues of

\[
\begin{pmatrix}\varepsilon&Ag^*\\Ag&\varepsilon\end{pmatrix},\qquad
E_\pm=\varepsilon\pm A|g| .
\]

The splitting is \(2A|g|\), and no phase survives. For \(A=0.02\) it is \(2\times0.02\times43.06=1.722\) meV for the acoustic wave and 0.616 meV for the optical one. Diagonalising the electron Hamiltonian of the distorted eight-cell crystal on a real-space grid gives the same values to these digits.

**Q.** That wave was classical. Where does the quantum motion show?

**A.** In the lattice ground state the matrix element between \(n\mathbf k\) and \(m,\mathbf k+\mathbf q\) has zero mean but fluctuates. It is the operator \(X=N^{-1/2}\sum_\nu g_\nu(a_{\mathbf q\nu}+a^\dagger_{-\mathbf q\nu})\). In \(\langle X^\dagger X\rangle\) the surviving vacuum average is \(\langle a_{-\mathbf q\nu}a^\dagger_{-\mathbf q\nu}\rangle=1\), so

\[
\langle X^\dagger X\rangle=\frac1N\sum_\nu|g_\nu|^2 .
\]

For the example with \(N=8\), the root is \(\sqrt{(43.06^2+15.40^2)/8}=16.17\) meV. The program also finds this value without phonon operators in reciprocal space. It moves the atoms one at a time and averages with the zero-point covariance of the full force-constant matrix.

**Q.** One worry remains. As \(\mathbf q\to0\) an acoustic frequency vanishes, so \(l\) diverges. Does the coupling blow up?

**A.** Within one band it does not, provided the forces and \(\partial_{sp}V\) are short-ranged. At \(\mathbf q=0\) the acoustic pattern \(w\) is the same for every atom, a rigid shift. Shifting all atoms by \(\mathbf b\) turns \(V_0(\mathbf r)\) into \(V_0(\mathbf r-\mathbf b)\), so the summed derivative is \(-\nabla V_0\). For a local potential \([\mathbf p,H_0]=-i\hbar\nabla V_0\), where \(H_0=\mathbf p^2/2m_e+V_0\). Thus

\[
\langle n\mathbf k|\nabla V_0|n\mathbf k\rangle=\frac{i}{\hbar}\langle n\mathbf k|[\mathbf p,H_0]|n\mathbf k\rangle=0,
\]

because \(H_0\) gives the same energy on both sides. The mean force on an electron in a stationary state vanishes.

For a non-degenerate band, the derivative element then starts at first order in \(|\mathbf q|\), unless that coefficient also happens to vanish. With \(\omega\propto|\mathbf q|\) we have \(l\propto|\mathbf q|^{-1/2}\), and so \(|g|\propto|\mathbf q|^{1/2}\).

In the model, at \(k=0.157\) Å⁻¹, reducing \(q\) fourfold from 0.00314 to 0.00079 Å⁻¹ lowers the acoustic \(|g|\) from 3.929 to 1.965 meV, a factor of 2.000. Long-range electric fields can spoil the smooth expansion in \(\mathbf q\), and this argument does not cover them. Nor does it hold between two bands of different energy: there \(\langle m\mathbf k|\nabla V_0|n\mathbf k\rangle=\frac{i}{\hbar}(\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k})\langle m\mathbf k|\mathbf p|n\mathbf k\rangle\), which need not vanish, and where its component along the limiting polarisation of an acoustic branch does not, \(|g|\) for that branch grows as \(|\mathbf q|^{-1/2}\).

## Numbers as computed

```
lattice constant 4.0 angstrom, cells N = 8
atom positions 0.0, 1.8 angstrom
masses 20, 30 u; reference mass M0 = M_1
springs: in cell 8.0, between cells 5.0 eV/angstrom^2
well depths 6.0, 4.0 eV; width 0.5 angstrom
q = 0.39270, k = -0.19635 1/angstrom
electron energy at k and k+q: -3.10780 eV
derivative element, atom 1: -0.19286 +0.59685i eV/angstrom
derivative element, atom 2: +0.45740 +0.24792i eV/angstrom
--- acoustic branch ---
phonon energy 24.327 meV
e_1 = +0.60383 +0.00000i
e_2 = +0.67595 +0.42247i
pattern of atom 2: +0.55191 +0.34494i
zero-point length, formula 0.065542 angstrom
zero-point length, oscillator grid 0.065542 angstrom
slope +0.05047 +0.65500i eV/angstrom
|slope| 0.65695 eV/angstrom
g = +3.30817 +42.93008i meV
|g| = 43.0574 meV = 0.0430574 eV
|g|/sqrt(N) = 15.2231 meV
frozen wave A = 0.02: largest shift 0.001583 angstrom
splitting, distorted crystal 1.72229 meV
splitting, 2A|g| 1.72229 meV
--- optical branch ---
phonon energy 62.743 meV
e_1 = +0.79711 +0.00000i
e_2 = -0.51205 -0.32003i
pattern of atom 2: -0.41809 -0.26130i
zero-point length, formula 0.040812 angstrom
zero-point length, oscillator grid 0.040812 angstrom
slope -0.28018 +0.25258i eV/angstrom
|slope| 0.37723 eV/angstrom
g = -11.43465 +10.30825i meV
|g| = 15.3952 meV = 0.0153952 eV
|g|/sqrt(N) = 5.4430 meV
frozen wave A = 0.02: largest shift 0.001301 angstrom
splitting, distorted crystal 0.61581 meV
splitting, 2A|g| 0.61581 meV
--- checks on the whole crystal ---
zero-point spread, covariance 16.1669 meV
zero-point spread, from g 16.1669 meV
largest trial displacement 0.050 angstrom
remainder / linear term 0.0587
remainder ratio on halving u 3.9984
long waves: k = 0.15708 1/angstrom
q = 0.0031416 1/angstrom: acoustic |g| = 3.92905 meV
q = 0.0007854 1/angstrom: acoustic |g| = 1.96479 meV
ratio of these |g| 1.9997
```
